# Why d-Band Cohesion Follows Band Filling and the Root of Coordination

**Q:** Across a transition-metal series, cohesion is weak at both ends and strong near the middle. I am also told that the binding of an atom grows as the square root of its number of neighbours, although each neighbour is one more bond. What is the least theory that gives both?

**A:** A tight-binding model of the d electrons is enough, provided we are clear about which energy it describes. Each atom has five d orbitals, taken as orthogonal to one another and to those on other atoms. All have the same on-site level, which I take as the zero of energy, so crystal-field splitting is neglected. Electrons hop between nearest neighbours only. All atoms are equivalent and neutral, with \(N\) d electrons each. There is no magnetism, so the two spins give ten states per atom, filled from the bottom at zero temperature.

Let \(n(E)\) be the density of states per atom, averaged over the five orbitals and normalised to one. Then

\[
N=10\int_{-\infty}^{E_F}n(E)\,dE,\qquad
E_{\rm bond}=10\int_{-\infty}^{E_F}E\,n(E)\,dE .
\]

The second quantity is the d bond energy per atom. It is measured from separated atoms whose \(N\) electrons all sit at the on-site level, and it is negative when the atoms bind.

This is not the whole cohesive energy. That also contains the repulsion between atoms, the sp electrons, and the difference between this reference and the true free atom, whose open shell has its own spin arrangement. These terms matter in real metals: in the 3d series magnetism and the spin energy of the free atom put a dip in the cohesion near manganese, and the noble metals remain bound with a full d shell; the model shows neither. Both laws you quote belong to the d bond energy, and we shall need conditions for each.

**Q:** To get \(n(E)\) I would have to solve for the bands. How can a count of neighbours replace that?

**A:** It cannot give all of \(n(E)\), but it gives the width. Write \(|i\alpha\rangle\) for orbital \(\alpha\) on atom \(i\), and let \(H|n\rangle=E_n|n\rangle\). The density of states seen by this orbital weights each level by its share of the eigenstate:

\[
n_{i\alpha}(E)=\sum_n|\langle i\alpha|n\rangle|^2\,\delta(E-E_n).
\]

Multiply by \(E^p\) and integrate. The delta function replaces \(E^p\) by \(E_n^p\), and \(\sum_n|n\rangle E_n^p\langle n|=H^p\) because the eigenstates are complete. Hence

\[
\int E^p n_{i\alpha}(E)\,dE
=\sum_n\langle i\alpha|n\rangle E_n^p\langle n|i\alpha\rangle
=\langle i\alpha|H^p|i\alpha\rangle .
\]

Now insert the complete set of site orbitals between successive factors of \(H\). Let \(H_{ij}\) be the \(5\times5\) matrix of hopping integrals between atoms \(i\) and \(j\). Averaged over the orbitals of atom \(i\), the \(p\)-th moment is

\[
\mu_p=\frac15\sum_{j,k,\dots,l}{\rm Tr}\,\bigl(H_{ij}H_{jk}\cdots H_{li}\bigr),
\]

with \(p\) factors in the product. Each term is a walk of \(p\) hops that starts and ends on atom \(i\). This is the moments theorem: an integral over the spectrum equals a sum over closed paths, and low moments probe only the near surroundings.

**Q:** Then what do the first two moments say?

**A:** The first is the average on-site energy, so \(\mu_1=0\). For the second, the electron must hop to a neighbour and return from that same neighbour:

\[
\mu_2=\frac15\sum_{j}{\rm Tr}\,(H_{ij}H_{ji}).
\]

There is no cross term between different neighbours, because a two-hop path cannot visit both and come home. The contributions therefore add as squares of hopping integrals, whatever the signs of those integrals.

**Q:** But d orbitals are strongly directional. Surely it matters where the neighbours sit?

**A:** For one chosen orbital it does. For the average over all five it does not. Take the hopping to depend only on the two atoms of the bond, which is the two-centre approximation. The bond is then symmetric under rotation about its own axis, so hopping conserves the angular momentum \(m\) about that axis. Reflection in a plane containing the axis makes \(+m\) and \(-m\) equivalent. In orbitals aligned with the bond, \(H_{ij}\) is therefore diagonal, with entries

\[
\sigma\ (m=0),\qquad \pi,\pi\ (|m|=1),\qquad \delta,\delta\ (|m|=2).
\]

Returning to fixed crystal axes is an orthogonal rotation of the five orbitals, and a trace does not change under it. Since \(H_{ji}=H_{ij}^{T}\),

\[
{\rm Tr}(H_{ij}H_{ji})=\sigma^2+2\pi^2+2\delta^2 .
\]

Every neighbour at the same distance gives this amount. With \(Z\) neighbours,

\[
\mu_2=Z h^2,\qquad h^2=\frac{\sigma^2+2\pi^2+2\delta^2}{5}.
\]

Within the model this is an identity. It also holds atom by atom when the atoms are not equivalent. In a 13-atom fcc cluster, with the parameters given below, the central atom has 12 neighbours and \(\mu_2=3.780\ \mathrm{eV^2}\). An outer atom has 5 neighbours and \(1.575\ \mathrm{eV^2}\), which is \(5/12\) as much.

**Q:** The second moment is linear in \(Z\). Where does the square root enter?

**A:** An energy must be built from a quantity that has the units of energy squared. Let \(s=\sqrt{\mu_2}\), the root-mean-square spread of the levels, and write

\[
n(E)=\frac1s\,g\!\left(\frac Es\right),
\]

where \(g(x)\) describes the shape of the band apart from its width. Substituting \(E=sx\), \(dE=s\,dx\) in the two integrals gives

\[
N=10\int_{-\infty}^{x_F}g(x)\,dx,\qquad
E_{\rm bond}=s\left[10\int_{-\infty}^{x_F}x\,g(x)\,dx\right].
\]

The first equation fixes \(x_F\) from \(N\) alone, so the bracket depends only on \(N\) and on the shape \(g\). If two structures have the same \(g\), the same bond length and the same \(N\), their bond energies are in the ratio of their values of \(s=\sqrt Z\,h\). That is the square-root law, and no particular shape was assumed.

An extra neighbour adds to the square of the spread, not to the spread itself. Since each bond is shared by two atoms, there are \(Z/2\) bonds per atom, and the energy per bond falls as \(\sqrt Z/Z=1/\sqrt Z\). The bonds are not independent: each one weakens as others are added.

**Q:** And the parabola in \(N\)?

**A:** That does need a shape. Friedel's choice is a rectangle: \(n(E)=1/W\) for \(|E|<W/2\), and zero outside. We choose its width to reproduce the exact second moment:

\[
\mu_2=\frac1W\int_{-W/2}^{W/2}E^2dE
=\frac1W\cdot\frac23\left(\frac W2\right)^3=\frac{W^2}{12},
\qquad W=\sqrt{12\mu_2}=\sqrt{12Z}\,h .
\]

Filling the rectangle with \(N\) electrons gives the Fermi energy:

\[
N=\frac{10}{W}\left(E_F+\frac W2\right)
\quad\Rightarrow\quad
E_F=W\left(\frac N{10}-\frac12\right).
\]

The bond energy follows by integration:

\[
E_{\rm bond}=\frac{10}{W}\int_{-W/2}^{E_F}E\,dE
=\frac5W\left(E_F^2-\frac{W^2}{4}\right)
=5W\left[\left(\frac N{10}-\frac12\right)^2-\frac14\right].
\]

The square bracket equals \(N^2/100-N/10=-N(10-N)/100\), so

\[
E_{\rm bond}=-\frac{W}{20}N(10-N)
=-\frac{\sqrt3}{10}\,\sqrt Z\,h\,N(10-N).
\]

It vanishes for an empty shell and for a full one. In a full shell the occupied levels average to the on-site level, because \(\mu_1=0\).

**Q:** Can I see why it is a parabola without doing the integral?

**A:** Move the Fermi energy by \(dE_F\). Then \(dN=10\,n(E_F)\,dE_F\) and \(dE_{\rm bond}=10\,E_F\,n(E_F)\,dE_F\). Dividing,

\[
\frac{dE_{\rm bond}}{dN}=E_F,\qquad
\frac{d^2E_{\rm bond}}{dN^2}=\frac{dE_F}{dN}=\frac1{10\,n(E_F)} .
\]

The next electron enters at the Fermi energy. While \(E_F<0\) it enters a bonding state and strengthens the binding; once \(E_F>0\) it enters an antibonding state and weakens it. This holds for any band shape with fixed levels, and it explains why the d bond energy is strongest at intermediate filling. In a real series the hopping integrals also change from one element to the next, so the levels are not strictly fixed. A true parabola has constant curvature, which by the second equation requires a flat density of states.

**Q:** Real d bands are full of peaks. Why should I trust a rectangle?

**A:** One reason is that the bond energy is an integral over \(n(E)\), and there is a limit to how large that integral can be for a given \(\mu_2\). Let \(f=1\) for occupied states and \(0\) for empty ones, with average \(\bar f=N/10\). Because \(\mu_1=0\), we may subtract the constant \(\bar f\):

\[
E_{\rm bond}=10\int E\,(f-\bar f)\,n(E)\,dE .
\]

The Cauchy–Schwarz inequality bounds this by the product of the two root-mean-square factors. Since \(f^2=f\), the mean of \((f-\bar f)^2\) is \(\bar f-\bar f^2\), and

\[
|E_{\rm bond}|\le10\sqrt{\mu_2}\,\sqrt{\bar f(1-\bar f)}
=\sqrt{\mu_2\,N(10-N)} .
\]

At \(N=5\) the bound is \(5\sqrt{\mu_2}\), while the rectangle gives \(\tfrac{\sqrt3}{10}\cdot25\sqrt{\mu_2}\approx4.33\sqrt{\mu_2}\), a fraction \(\sqrt3/2\) of it. No band shape can exceed the rectangle there by more than about 15%. The bound does not prevent a shape from falling well below it, so the rectangle still has to be compared with real bands.

**Q:** Then let us put in numbers.

**A:** Take a model metal with bond length 2.70 Å and round hopping integrals \(\sigma=-0.90\), \(\pi=0.60\), \(\delta=-0.15\) eV. Then

\[
h^2=\frac{0.81+2(0.36)+2(0.0225)}5=0.315\ \mathrm{eV^2},\qquad h=0.561\ \mathrm{eV}.
\]

For fcc, \(Z=12\) gives \(\mu_2=3.78\ \mathrm{eV^2}\) and \(W=\sqrt{12\times3.78}=6.735\) eV (0.248 hartree). At half filling the model gives \(E_{\rm bond}=-(25/20)W=-8.42\) eV per atom (−0.309 hartree). Diagonalising the same Hamiltonian on a \(24\times24\times24\) mesh of wavevectors gives the following, in eV per atom (the last digit can shift by one on a finer mesh):

| \(N\) | fcc bands | fcc model | bcc bands | bcc model |
|---|---|---|---|---|
| 1 | −3.24 | −3.03 | −2.23 | −2.47 |
| 3 | −7.35 | −7.07 | −5.66 | −5.77 |
| 5 | −8.47 | −8.42 | −7.23 | −6.87 |
| 7 | −6.68 | −7.07 | −5.66 | −5.77 |
| 9 | −2.68 | −3.03 | −2.23 | −2.47 |

Over \(N=1\) to 9 the largest error is about 5% of the model's peak value, for both lattices. Relative to the model's value at the same filling it is larger near the ends: about 11% for fcc at \(N=9\) and 10% for bcc at \(N=1\) and 9. The rectangle's width should not be read as the distance between band edges: the fcc levels sampled on the program's finite mesh of wavevectors already span 7.84 eV, more than \(W\), and the full span is slightly larger. The rectangle matches the spread, not the edges.

The fourth moment gives a further comparison of shape. For a rectangle \(\mu_4=W^4/80\), so \(\mu_4/\mu_2^2=144/80=1.80\). The fcc bands have \(26.10/3.78^2=1.83\). This closeness is not general: the same ratio is 1.46 for the bcc bands and 2.77 for the linear chain met below.

**Q:** Your fcc numbers are lopsided, but the bcc ones are symmetric about \(N=5\). Is that accidental?

**A:** No, it comes from closed paths with an odd number of hops. With nearest-neighbour hopping, the bcc lattice divides into two sublattices, and every hop goes from one to the other. Reverse the sign of all orbitals on one sublattice. This changes \(H\) into \(-H\) but cannot change the spectrum, so \(n(E)=n(-E)\). Now all ten states together sum to zero, so the lowest \(N\) have minus the energy of the highest \(10-N\). By the mirror symmetry, that is the energy of the lowest \(10-N\). Hence \(E_{\rm bond}(N)=E_{\rm bond}(10-N)\).

In fcc, three neighbouring atoms can form a triangle, and a walk around it contributes to \(\mu_3\). Here \(\mu_3=-1.76\ \mathrm{eV^3}\), which is impossible for a symmetric band. The curve must then be lopsided too: if it were symmetric, its slope \(E_F(N)\) would be antisymmetric about \(N=5\), and that would make the band symmetric. A negative \(\mu_3\) means that, weighted by \(|E|^3\), the levels below zero outweigh those above; in these fcc bands the levels reach down to −4.65 eV but up only to about +3.2 eV. This agrees with the stronger binding at \(N=3\) than at \(N=7\), by 0.67 eV, though \(\mu_3\) alone does not fix the difference at each filling.

**Q:** Does the square root survive the same comparison?

**A:** Approximately. These are the half-filled bond energies at equal bond length:

| structure | \(Z\) | bands (eV) | model (eV) |
|---|---|---|---|
| dimer | 1 | −2.40 | −2.43 |
| chain | 2 | −3.06 | −3.44 |
| square | 4 | −4.73 | −4.86 |
| simple cubic | 6 | −5.68 | −5.95 |
| bcc | 8 | −7.23 | −6.87 |
| fcc | 12 | −8.47 | −8.42 |

From simple cubic to fcc the number of bonds doubles. The energy grows by a factor \(8.47/5.68=1.49\), near \(\sqrt2=1.41\) and far from 2. A power law fitted to all six structures has exponent 0.53. The departure from one half reflects changes of band shape, since \(\mu_2=Zh^2\) holds in each case. These figures are for half filling. At other fillings the agreement can be poorer: over \(N=1\) to 9 the fitted exponent lies between 0.43 and 0.54, and at \(N=9\) the ratio of fcc to simple cubic is only 1.16.

The chain is the worst case, 11% below the model in magnitude, and it can be worked by hand. Along the axis the five orbitals do not mix. In the dimer each has levels \(\pm t\), where \(t\) is its hopping integral; in the chain each has a band \(2t\cos\theta\), with \(\theta\) the phase change per atom. At half filling the negative levels are filled, and by symmetry \(E_{\rm bond}=-5\langle|E|\rangle\). The average of \(|t|\) over the orbitals is \((0.90+1.20+0.30)/5=0.48\) eV, so the dimer has \(-5\times0.48=-2.40\) eV. The average of \(|\cos\theta|\) is \(2/\pi\), so the chain's energy is larger by \(4/\pi=1.27\), not by \(\sqrt2\). The shape \(g\) has changed between the two.

One caution about bcc: its second neighbours are only \(2/\sqrt3\approx1.15\) times as far away as the first. Leaving them out is a simplification of this example, so these numbers do not decide which structure a real metal adopts.

**Q:** You keep the bond length fixed. In my samples, atoms with fewer neighbours move closer together.

**A:** Then neither law keeps its simple form. Let all hopping integrals decay as \(e^{-\kappa_h x}\), where \(x\) is the change in bond length from the reference value. Add a repulsion \(Be^{-\kappa_r x}\) per bond, with \(\kappa_r>\kappa_h\) and \(B\) independent of \(N\) and \(Z\). With \(A=\frac{\sqrt3}{10}\sqrt Z\,h\,N(10-N)\) evaluated at the reference length, the energy per atom is

\[
E(x)=\frac{ZB}{2}e^{-\kappa_r x}-A\,e^{-\kappa_h x}.
\]

Setting \(dE/dx=0\) gives

\[
\kappa_r\frac{ZB}{2}e^{-\kappa_r x}=\kappa_hA\,e^{-\kappa_h x}
\quad\Rightarrow\quad
e^{-(\kappa_r-\kappa_h)x}=\frac{2\kappa_hA}{\kappa_rZB}.
\]

The first form says that the repulsion is \(\kappa_h/\kappa_r\) times the bond term. Substituting this in \(E(x)\), and then using the second form for \(e^{-\kappa_hx}\),

\[
E_{\rm eq}=-\left(1-\frac{\kappa_h}{\kappa_r}\right)A
\left(\frac{2\kappa_hA}{\kappa_rZB}\right)^{\kappa_h/(\kappa_r-\kappa_h)} .
\]

The total power of \(A\) is \(1+\kappa_h/(\kappa_r-\kappa_h)=\kappa_r/(\kappa_r-\kappa_h)\). Since \(A\propto\sqrt Z\,N(10-N)\), and the bracket supplies a further \(Z^{-\kappa_h/(\kappa_r-\kappa_h)}\),

\[
|E_{\rm eq}|\propto
Z^{\frac{\kappa_r-2\kappa_h}{2(\kappa_r-\kappa_h)}}\,
[N(10-N)]^{\frac{\kappa_r}{\kappa_r-\kappa_h}} .
\]

Take \(\kappa_h=1.8\) and \(\kappa_r=5.4\) Å⁻¹, with \(B=0.468\) eV chosen so that half-filled fcc keeps its length of 2.70 Å. The powers become \(1.8/7.2=0.25\) for \(Z\) and \(5.4/3.6=1.5\) for \(N(10-N)\). The fcc energy is \(-\frac23(8.42)=-5.61\) eV. With six neighbours the bonds shorten to 2.60 Å and the energy is −4.72 eV, a loss of 16%. At the fixed length of 2.70 Å the bond term alone would lose 29%, but the repulsion halves as well, so the total would be \(3B-5.95=-4.55\) eV, a loss of 19%; the shortening of the bonds reduces this to the 16% found above. These numbers assume the rectangular shape for both coordinations; with \(A\) taken from the half-filled band energies of fcc and simple cubic, 8.47 and 5.68 eV, the relaxed loss is 22%.

If \(\kappa_r=2\kappa_h\), the relaxed energy does not depend on \(Z\) at all. The square root is thus a statement about bonding at a given distance, and the parabola about filling a band of given width. The numerical check checks the moments, the bound, the band energies and these relaxed powers numerically.

## Values computed for the example and the checks

```
hopping sigma, pi, delta: -0.90 0.60 -0.15 eV
reference bond length: 2.70 angstrom
h^2: 0.3150 eV^2
h: 0.5612 eV
fcc moment 2: 3.7800 eV^2
fcc moment 3: -1.7627 eV^3
fcc moment 4: 26.1043 eV^4
cluster centre: Z=12, mu2=3.7800 eV^2
cluster outer atom: Z=5, mu2=1.5750 eV^2
fcc rectangular width W: 6.7350 eV
fcc rectangular width W: 0.24751 hartree
fcc actual band width on mesh: 7.8415 eV
fcc model E_bond at N=5: -8.4187 eV
fcc model E_bond at N=5: -0.30938 hartree
fcc bound on |E_bond| at N=5: 9.7211 eV
E_bond in eV/atom: N, fcc bands, fcc model, bcc bands, bcc model
1   -3.2390   -3.0307   -2.2318   -2.4746
2   -5.6030   -5.3880   -4.0946   -4.3993
3   -7.3524   -7.0717   -5.6641   -5.7740
4   -8.3203   -8.0820   -6.8508   -6.5989
5   -8.4732   -8.4187   -7.2328   -6.8739
6   -7.9024   -8.0820   -6.8508   -6.5989
7   -6.6849   -7.0717   -5.6641   -5.7740
8   -4.9498   -5.3880   -4.0946   -4.3993
9   -2.6834   -3.0307   -2.2318   -2.4746
fcc largest model error / model peak: 0.0520
fcc largest |E(N)-E(10-N)|: 0.6675 eV
bcc largest model error / model peak: 0.0522
bcc largest |E(N)-E(10-N)|: 0.0000 eV
N=5: structure, Z, E_bond bands, E_bond model (eV), ratio
dimer 1 -2.4000 -2.4303 0.9875
chain 2 -3.0558 -3.4369 0.8891
square 4 -4.7266 -4.8606 0.9724
sc 6 -5.6835 -5.9529 0.9547
bcc 8 -7.2328 -6.8739 1.0522
fcc 12 -8.4732 -8.4187 1.0065
fitted power of Z from bands at fixed length: 0.5295
decay of hopping: 1.8 1/angstrom
decay of repulsion: 5.4 1/angstrom
repulsion per bond at reference length: 0.4677 eV
relaxed Z=12, N=5: r=2.7000 angstrom, E=-5.6125 eV
relaxed Z=6, N=5: r=2.6037 angstrom, E=-4.7195 eV
relaxed Z=12, N=2: r=2.8240 angstrom, E=-2.8736 eV
relaxed power of Z: 0.2500
relaxed power of N(10-N): 1.5000
```
